# First miniband width of a GaAs/AlGaAs superlattice and tight-binding hopping

## Question

A superlattice consists of GaAs wells of width \(w=5\) nm and Al\(_{0.3}\)Ga\(_{0.7}\)As barriers of width \(b=2\) nm, repeated without end along \(x\) with period \(d=w+b=7\) nm. Treat a conduction electron with no momentum in the layer plane in the effective-mass model

\[
-\frac{\hbar^2}{2}\frac{d}{dx}\left(\frac{1}{m(x)}\frac{d\psi}{dx}\right)+U(x)\psi=E\psi ,
\]

with \(m=m_w=0.067\,m_e\) and \(U=0\) in the wells, and \(m=m_b=0.092\,m_e\) and \(U=V=230\) meV in the barriers. These rounded parameters are inputs of the model. Use \(\hbar^2/2m_e=38.10\) meV nm\(^2\). For \(0<E<V\) define

\[
k=\frac{\sqrt{2m_wE}}{\hbar},\qquad \kappa=\frac{\sqrt{2m_b(V-E)}}{\hbar},\qquad \xi=\frac{\kappa/m_b}{k/m_w},
\]

and write \(\theta=kw\), \(\beta=\kappa b\).

## (a) Derive the relation between \(E\) and the Bloch wave number \(q\).

**Answer.** Integrate the wave equation over a vanishingly short interval around an interface. The terms \(U\psi\) and \(E\psi\) are finite and contribute nothing, so \(\psi'/m\) is continuous. The function \(\psi\) is also continuous, since a jump would put a delta function into \(\psi'/m\). With unequal masses the slope \(\psi'\) itself therefore jumps, while the probability current, proportional to \(\mathrm{Im}(\psi^*\psi'/m)\), does not.

It is convenient to carry the continuous pair \((\psi,\ \psi'/m)\) through the layers. In a well that starts at \(x=0\),

\[
\psi(x)=\psi(0)\cos kx+\frac{\psi'(0)}{k}\sin kx .
\]

Writing \(\psi'(0)=m_w[\psi'(0)/m_w]\), and doing the same in a barrier with hyperbolic functions, gives the matrices that carry the pair across each layer:

\[
T_w=\begin{pmatrix}\cos\theta&\frac{m_w}{k}\sin\theta\\-\frac{k}{m_w}\sin\theta&\cos\theta\end{pmatrix},\qquad
T_b=\begin{pmatrix}\cosh\beta&\frac{m_b}{\kappa}\sinh\beta\\ \frac{\kappa}{m_b}\sinh\beta&\cosh\beta\end{pmatrix}.
\]

Their determinants are \(\cos^2\theta+\sin^2\theta=1\) and \(\cosh^2\beta-\sinh^2\beta=1\). By Bloch's theorem one period multiplies the pair by \(e^{iqd}\), so \(e^{iqd}\) is an eigenvalue of \(T_bT_w\). The determinant of the product is 1, hence the other eigenvalue is \(e^{-iqd}\), and the trace is \(2\cos qd\). The two diagonal elements of \(T_bT_w\) are

\[
\cosh\beta\cos\theta-\frac{m_bk}{\kappa m_w}\sinh\beta\sin\theta,\qquad
\frac{\kappa m_w}{m_bk}\sinh\beta\sin\theta+\cosh\beta\cos\theta .
\]

The mass ratios are \(1/\xi\) and \(\xi\). Half the sum is

\[
\cos qd=F(E)=\cos\theta\cosh\beta+\tfrac12\left(\xi-\frac1\xi\right)\sin\theta\sinh\beta. \tag{1}
\]

This is the Kronig-Penney relation with mass mismatch. For \(b\to0\) it becomes \(\cos qw=\cos kw\), the free electron, as it must.

## (b) Find equations for the two edges of the first miniband, and its width.

**Answer.** Energies with \(|F|\le1\) are allowed, so the edges lie where \(F=\pm1\). Let \(s,c\) be the sine and cosine of \(\theta/2\), and \(S,C\) the hyperbolic sine and cosine of \(\beta/2\). Then

\[
\cos\theta\cosh\beta-1=(1-2s^2)(1+2S^2)-1=2(c^2S^2-s^2C^2),
\]
\[
\cos\theta\cosh\beta+1=(2c^2-1)(1+2S^2)+1=2(c^2C^2-s^2S^2),
\]

where \(c^2=1-s^2\) and \(C^2=1+S^2\) were used. The remaining term of \(F\) is \(2(\xi-1/\xi)scSC\), because \(\sin\theta\sinh\beta=4scSC\). Both sums factorize, as multiplying out confirms:

\[
F-1=2(\xi cS-sC)\left(sC+\frac{cS}{\xi}\right),\qquad
F+1=2(\xi cC-sS)\left(sS+\frac{cC}{\xi}\right).
\]

For \(0<\theta<\pi\) the second factors are positive. The edges in this range are thus given by the first factors:

\[
F=1:\ \tan\frac{\theta}{2}=\xi\tanh\frac{\beta}{2},\qquad
F=-1:\ \tan\frac{\theta}{2}=\xi\coth\frac{\beta}{2}. \tag{2}
\]

Each equation has one root. The value \(\theta=\pi\) is reached at \(E=\hbar^2\pi^2/(2m_ww^2)=224.5\) meV, which is below \(V\). Up to there the left side rises from 0 to infinity. The right sides start at infinity and fall: \(\xi\) and \(\tanh(\beta/2)\) both decrease with energy, and \(\xi\coth(\beta/2)\) is proportional to \((y\coth y)/k\) with \(y=\beta/2\), where

\[
\frac{d}{dy}(y\coth y)=\frac{\tfrac12\sinh2y-y}{\sinh^2y}>0
\]

and \(y\) falls with energy. Since \(\coth>\tanh\), the second root is the higher one. Between the roots \(F-1<0\) and \(F+1>0\), so the whole interval is allowed. Its bottom is at \(q=0\) and its top at \(q=\pi/d\).

Solving (2) with a bracketing root finder gives

\[
E_{\rm bot}=50.74\ \text{meV},\qquad E_{\rm top}=105.50\ \text{meV},
\]
\[
W=E_{\rm top}-E_{\rm bot}=54.8\ \text{meV}=8.77\times10^{-21}\ \text{J}.
\]

## (c) Derive the nearest-neighbour hopping \(t\) from the ground state of one isolated well, to leading order in the overlap, and evaluate it.

**Answer.** Let \(\varphi\) be the real, normalized ground state of a single well centred at \(x=0\), with barrier material on both sides. It is even: \(\varphi=A\cos kx\) inside, and it decays as \(e^{-\kappa(|x|-w/2)}\) outside. Dividing the continuity of \(\varphi'/m\) at \(x=w/2\) by that of \(\varphi\) gives \((k/m_w)\tan(\theta/2)=\kappa/m_b\), or

\[
\tan\frac{\theta}{2}=\xi . \tag{3}
\]

This is also the limit \(b\to\infty\) of both equations (2). Its numerical root is \(E_1=73.08\) meV. From here on \(k,\kappa,\xi,\theta,\beta\) without another argument are taken at \(E_1\).

In the cell \(|x|<d/2\) the isolated well and the superlattice have the same \(U\) and \(m\). Take a Bloch state \(\Psi\) of energy \(E\), multiply its equation by \(\varphi\), subtract \(\Psi\) times the equation of \(\varphi\), and integrate over the cell. The potential terms cancel, and integration by parts leaves boundary terms:

\[
(E-E_1)\int_{-d/2}^{d/2}\varphi\Psi\,dx=-\frac{\hbar^2}{2m_b}\Big[\varphi\Psi'-\Psi\varphi'\Big]_{-d/2}^{d/2}. \tag{4}
\]

No approximation has been made so far. Now insert the tight-binding form \(\Psi\approx\sum_n e^{iqnd}\varphi(x-nd)\). At \(x=d/2\), the middle of a barrier, keep the two adjacent wells. With \(\varphi_m=\varphi(d/2)\),

\[
\Psi\approx\varphi_m(1+e^{iqd}),\qquad \Psi'\approx\kappa\varphi_m(-1+e^{iqd}),\qquad \varphi'=-\kappa\varphi_m ,
\]

so that \(\varphi\Psi'-\Psi\varphi'=2\kappa\varphi_m^2e^{iqd}\). At \(x=-d/2\) the slopes have the opposite signs and \(q\) is replaced by \(-q\), which gives \(-2\kappa\varphi_m^2e^{-iqd}\). The bracket in (4) is therefore \(4\kappa\varphi_m^2\cos qd\). To leading order the integral on the left is 1 (for \(b=2\) nm this \(\Psi\) gives 1.12 at \(q=0\) and 0.80 at \(q=\pi/d\), so the neglected corrections are not small at either edge alone), and

\[
E(q)\approx E_1-2t\cos qd,\qquad t=\frac{\hbar^2\kappa}{m_b}\varphi_m^2=\frac{\hbar^2\kappa}{m_b}\,\varphi(w/2)^2e^{-\beta}. \tag{5}
\]

The last form holds because the amplitude falls by \(e^{-\kappa b/2}\) from the well edge to mid-barrier. The hopping is positive, and the width in this approximation is \(4t\).

Normalization fixes the edge density:

\[
A^2\left[\frac w2+\frac{\sin\theta}{2k}+\frac{\cos^2(\theta/2)}{\kappa}\right]=1 .
\]

Divide by \(\varphi(w/2)^2=A^2\cos^2(\theta/2)\). By (3), \(1/\cos^2(\theta/2)=1+\xi^2\) and \(\sin\theta/[2\cos^2(\theta/2)]=\xi\), so

\[
\frac{1}{\varphi(w/2)^2}=\frac w2(1+\xi^2)+\frac{\xi}{k}+\frac1\kappa .
\]

In (5) replace \(\kappa/m_b\) by \(\xi k/m_w\) and use \(\hbar^2k^2/m_w=2E_1\). Then \(\hbar^2\kappa/m_b=2E_1\xi/k\), and

\[
t=\frac{2E_1e^{-\beta}}{\frac{\theta}{2}\left(\xi+\frac1\xi\right)+1+\frac{k}{\kappa\xi}} .
\]

Since \(k/(\kappa\xi)=k^2m_b/(\kappa^2m_w)=E_1/(V-E_1)\), the last two terms add up to \(V/(V-E_1)\). Multiplying numerator and denominator by 2,

\[
t=\frac{4E_1e^{-\beta}}{\dfrac{2V}{V-E_1}+\theta\left(\xi+\dfrac1\xi\right)} . \tag{6}
\]

The numbers at \(E_1\) are

\[
k=\sqrt{\frac{0.067\times73.08}{38.10}}=0.3585\ \text{nm}^{-1},\qquad
\kappa=\sqrt{\frac{0.092\times156.92}{38.10}}=0.6156\ \text{nm}^{-1},
\]

and hence \(\xi=1.2505\), \(\theta=1.7925\), \(\beta=1.231\) and \(e^{-\beta}=0.2920\). The two terms in the denominator are 2.9315 and 3.6749, so

\[
t=\frac{4\times73.08\times0.2920}{6.606}\ \text{meV}=12.92\ \text{meV}.
\]

## (d) Compare \(W\) with \(4t\), and the band edges with their tight-binding values.

**Answer.** Four times the hopping is \(4t=51.7\) meV, against \(W=54.8\) meV. The tight-binding width is too small by 3.1 meV, or 5.6 % of \(W\).

The edges agree less well than the width. Tight binding puts them at \(E_1-2t=47.2\) meV and \(E_1+2t=98.9\) meV, which is 3.5 meV and 6.6 meV below the values in (b). Most of this is a common shift: the midpoint of the true edges lies 5.0 meV above \(E_1\). A common shift drops out of the width.

## (e) The expansion parameter \(e^{-\beta}\) is 0.29. Why is the error of \(4t\) much smaller than 29 %?

**Answer.** Since \(\tanh(\beta/2)=(1-e^{-\beta})/(1+e^{-\beta})\), both edge equations (2) have the form

\[
\tan\frac{\theta(E)}{2}=\xi(E)\,\frac{1-u}{1+u},\qquad u=\pm e^{-\kappa(E)b}, \tag{7}
\]

with the plus sign for the bottom and the minus sign for the top. Write \(e^{-\kappa(E)b}=\lambda g(E)\), where \(\lambda=e^{-\beta}\) belongs to \(E_1\) and \(g(E_1)=1\). With the function \(g\) held fixed, the root near \(E_1\) is a smooth function \(\mathcal E(v)\) of \(v=\pm\lambda\). Therefore

\[
W=\mathcal E(-\lambda)-\mathcal E(\lambda),\qquad
\frac{E_{\rm top}+E_{\rm bot}}2=\frac{\mathcal E(-\lambda)+\mathcal E(\lambda)}2 .
\]

The width contains odd powers of \(\lambda\), the midpoint even ones.

The linear term follows from the logarithm of (7), whose right side contributes \(\ln(1-u)-\ln(1+u)\approx-2u\). The energy derivatives at \(E_1\) are

\[
\frac{d}{dE}\ln\tan\frac\theta2=\frac{1}{\sin\theta}\frac{d\theta}{dE}=\frac{1+\xi^2}{2\xi}\,\frac{\theta}{2E_1},\qquad
\frac{d\ln\xi}{dE}=-\frac{V}{2E_1(V-E_1)} .
\]

The first uses \(\sin\theta=2\xi/(1+\xi^2)\), which follows from (3), and \(\theta\propto\sqrt E\). The second uses \(\xi\propto\sqrt{(V-E)/E}\). Hence

\[
(E-E_1)\left[\frac{\theta(\xi+1/\xi)}{4E_1}+\frac{V}{2E_1(V-E_1)}\right]\approx-2v .
\]

The bracket equals \(D/(4E_1)\), where \(D\) is the denominator of (6). Multiplying by \(4E_1/D\) gives \(E-E_1\approx-8E_1v/D\), and since \(t=4E_1\lambda/D\) this is \(\mp2t\) for \(v=\pm\lambda\), in agreement with (5). The next term in \(W\) is of order \(\lambda^3\), so the relative error of \(4t\) is of order \(\lambda^2\). Here \(\lambda^2=0.085\) and \(W/4t-1=0.060\). Expanding the root of (7) numerically in \(v\) shows that the \(\lambda^2\) term is \(0.59\lambda^2=0.050\), the \(\lambda^4\) term adds 0.007, and higher orders supply the rest.

The coefficient of \(\lambda^2\) depends on \(b\), because each energy derivative of \(g\) brings a factor of \(b\). At order \(\lambda^3\) in \(W\) at most two such derivatives occur, so the coefficient grows no faster than \(b^2\), and the exponential wins for thick barriers. Repeating (b) and (c) for other barrier widths gives:

| \(b\) (nm) | \(W\) (meV) | \(4t\) (meV) | \(W/4t\) |
|---|---|---|---|
| 1 | 108.2 | 95.6 | 1.131 |
| 2 | 54.8 | 51.7 | 1.060 |
| 3 | 28.6 | 27.9 | 1.026 |
| 4 | 15.25 | 15.09 | 1.011 |
| 6 | 4.413 | 4.405 | 1.002 |

In the opposite limit \(b\to0\) the approximation has no basis. The free-electron band then extends from 0 to \(\theta=\pi\), a width of 224.5 meV, whereas (6) gives \(4t\to51.68/0.2920=177\) meV.

## (f) Is the missing 3.1 meV due to second-neighbour hopping?

**Answer.** No. The miniband is even and periodic in \(q\), so it can be written as

\[
E(q)=\bar E-2\sum_{n\ge1}t_n\cos(nqd),
\]

where \(t_n\) is the hopping between wells \(n\) periods apart in a description of the complete band. Subtracting the value at \(q=0\) from that at \(q=\pi/d\),

\[
W=-2\sum_{n\ge1}t_n\left[(-1)^n-1\right]=4(t_1+t_3+t_5+\dots). \tag{8}
\]

Even neighbours cancel. Solving (1) at 128 equally spaced values of \(qd\) and taking the Fourier averages gives

\[
t_1=13.32,\qquad t_2=-1.66,\qquad t_3=0.34\ \text{meV}.
\]

The difference \(W-4t\) then splits into three parts. The first-neighbour hopping of the full band exceeds the isolated-well estimate, which contributes \(4(t_1-t)=1.6\) meV. Third neighbours contribute \(4t_3=1.4\) meV, and the more distant odd ones 0.1 meV.

Second neighbours do change the shape. At \(qd=\pi/2\) equation (1) gives 71.5 meV, so the lower half of the zone covers 20.7 meV and the upper half 34.0 meV. A pure cosine would divide the width equally. The negative \(t_2\) raises both edges and lowers the energy at \(qd=\pi/2\).

## (g) How much does the mass mismatch matter, and what limits the result?

**Answer.** Setting \(m_b=m_w=0.067\,m_e\) in (2), with everything else unchanged, gives \(W=70.4\) meV, which is 29 % more than 54.8 meV. Ignoring the mismatch is thus a larger error here than using \(4t\). One cause is visible in (6): at fixed energy \(\kappa\propto\sqrt{m_b}\), so the lighter mass reduces \(\beta\) from 1.23 to 1.05 and raises \(e^{-\beta}\) by about a fifth. The mass also enters through \(\xi\), which shifts the level \(E_1\).

The mismatch also couples the miniband to motion in the layer plane. An in-plane wave number \(k_\parallel\) adds \(\hbar^2k_\parallel^2/2m\) in each layer. This energy is smaller in the barrier, where the mass is larger, so the effective barrier height is

\[
V(k_\parallel)=V-\frac{\hbar^2k_\parallel^2}{2}\left(\frac1{m_w}-\frac1{m_b}\right).
\]

The width found above belongs to \(k_\parallel=0\).

The model leaves out nonparabolic bands, graded interfaces, fluctuations of layer thickness, electric fields and the interaction between electrons. Thickness matters through the exponential: in the table, one more nanometre of barrier reduces \(W\) from 54.8 to 28.6 meV. Solving (2) with one input changed at a time, 0.1 nm more barrier lowers \(W\) by 6 %, a 10 % larger \(m_b\) lowers it by 8 %, and a 10 % larger \(V\) lowers it by 5 %. Uncertainties of this size in the inputs matter about as much as the 5.6 % difference between \(4t\) and \(W\). In a grown structure the local thickness changes in steps of one monolayer, 0.283 nm, which matters more: one monolayer more barrier lowers \(W\) by 17 %, one less raises it by 21 %, and one monolayer more well lowers it by 9 %.

Numbers in the example were calculated in double precision.
